# Why thinner oxides have broader logarithmic lifetime distributions in the column model

## The result

An oxide film breaks down when defects generated under stress complete a conducting path through it. In the column model, a film that needs $n$ defects to complete a path has a Weibull slope, in time, of

$$
\beta \simeq \alpha n=\frac{\alpha d}{a}.
$$

Here $d$ is the oxide thickness, $a$ is the thickness of one defect layer, and $\alpha$ is the exponent with which the defect density grows in time. A small $\beta$ means a wide spread of $\ln t$. Thin oxides therefore have broad distributions of lifetime ratios: few defects complete a path, and a small number can fall in line by chance very early.

The relation is a limit, valid for many columns and few defects per cell. For the parameters used below, the slope is 1.00 for two layers and 3.79 for eight, against limiting values of 1 and 4.

"Broader" refers to the logarithm of the lifetime. In absolute time the order is reversed in this example, because the thin film fails so much sooner.

## What happens: from defects to a failure distribution

Divide a film of area $A$ into cubic cells of edge $a$. There are $N=A/a^2$ columns, each containing $n=d/a$ cells. Three assumptions define the model:

- Defects arrive independently and at random, with the same mean number $m$ in every cell.
- At fixed stress, $m(t)=(t/\tau)^\alpha$, so $\tau$ is the time at which the mean reaches one defect per cell.
- The film fails when every cell of some column contains at least one defect.

The algebra holds in atomic units, and only ratios of lengths and of times enter it. Numerical lengths are in angstrom and times are in units of $\tau$.

For Poisson arrivals, a cell is still empty with probability $e^{-m}$. The probability that it is defective is therefore

$$
\lambda=1-e^{-m}.
$$

The $n$ cells of a column are independent, so the column is complete with probability

$$
x=\lambda^n .
$$

The film survives only if none of its $N$ independent columns is complete. If $F$ is the failed fraction of a population of such films, then

$$
1-F=(1-x)^N .
$$

Weibull axes plot $W=\ln[-\ln(1-F)]$ against $\ln t$. Taking the logarithm of the survival probability, changing its sign, and taking the logarithm again gives

$$
W=\ln N+\ln[-\ln(1-x)] .
$$

The characteristic time $t_{63}$ is defined by $W=0$, or $F=1-1/e\simeq63\%$. There $-\ln(1-x)=1/N$, so $x\simeq1/N$ for large $N$. Since $-\ln(1-x)=x+x^2/2+\cdots$, the leading term suffices near breakdown:

$$
W\simeq\ln N+n\ln\lambda .
$$

This step needs a small $\lambda^n$, not a small $\lambda$. If $m$ is small as well, $\lambda\simeq m$, and

$$
W\simeq\ln N+n\ln m=\ln N+\alpha n\ln(t/\tau).
$$

This is a straight line of slope $\alpha n$, which is the stated result. Setting $W=0$ also gives the characteristic time in the same limit:

$$
t_{63}\simeq\tau N^{-1/(\alpha n)} .
$$

## Why fewer required defects mean a wider spread

The expected number of complete columns is $H=Nx$. In the same limit,

$$
H\simeq N\left(\frac{t}{\tau}\right)^{\alpha n},\qquad F\simeq1-e^{-H}.
$$

Failure becomes likely when $H$ is near one. To raise $H$ by a factor $e$, $\ln t$ must increase by $1/(\alpha n)$. Each additional required defect contributes another factor $m$ to the probability of a complete column, and so makes the onset steeper.

Consider a time ten times shorter than $t_{63}$, with $\alpha=0.5$. The mean occupation is lower by $\sqrt{10}$. For two layers, $H$ falls by $(\sqrt{10})^2=10$, so roughly one film in ten has already failed. For eight layers the limiting law gives a fall of $(\sqrt{10})^8=10^4$, and early failures are rare.

The slope fixes the width of the distribution. Suppose that $W=\beta\ln(t/t_{63})$ over the relevant range, and define $z=-\ln(1-F(t))$, evaluated at the random failure time. Because $F(t)$ is then uniformly distributed between zero and one, $z$ has the probability density $e^{-z}$. Since $W=\ln z$,

$$
\ln t=\ln t_{63}+\frac{\ln z}{\beta}.
$$

To find the variance of $\ln z$, use

$$
\langle e^{s\ln z}\rangle=\int_0^\infty z^s e^{-z}\,dz=\Gamma(1+s).
$$

The second derivative of $\ln\Gamma(1+s)$ at $s=0$ is the variance, and it equals $\sum_{k\ge1}k^{-2}=\pi^2/6$. Hence

$$
\sigma_{\ln t}=\frac{\pi}{\sqrt6\,\beta}\simeq\frac{1.28}{\beta}.
$$

### Where the scatter comes from

The number of defects that complete one path must be distinguished from the total number in the film. In simulations with 4000 columns, defects were dropped one at a time into random cells until a column was complete. The median number of drops was 107 for two layers and 6498 for six.

Two sources of scatter can be separated. One is placement, which makes the number of drops $K$ at breakdown differ from film to film. The other is the random arrival clock. When the $K$th defect arrives, the expected total number of arrivals has mean $K$ and standard deviation $\sqrt K$, so for large $K$ the clock adds a variance of only about $1/K$ to $\ln m$.

The ratio of the variance of $\ln K$ to that of $\ln m$ at breakdown was 0.96 for two layers, where the exact distribution of $K$ gives 0.95, and 0.99 for six. In these films, the lifetime scatter thus comes mainly from where the defects land.

A control case separates thickness from the number of missing defects. Six-layer films were given four fully defective layers at the start, leaving two to be bridged. Their standard deviation of $\ln t$ was 1.25, close to the 1.29 calculated for a two-layer film and far from the 0.48 found for intact six-layer films. Within the model, thickness affects the slope through the number of defects still required.

## How large: corrections and a worked example

### The slope without the small-occupation approximation

The local slope follows from the chain rule:

$$
\beta=\frac{dW}{d\ln x}\,
\frac{d\ln x}{d\ln\lambda}\,
\frac{d\ln\lambda}{d\ln m}\,
\frac{d\ln m}{d\ln t}.
$$

The four factors are

$$
\frac{dW}{d\ln x}=\frac{x}{-(1-x)\ln(1-x)},\qquad
\frac{d\ln x}{d\ln\lambda}=n,
$$

$$
\frac{d\ln\lambda}{d\ln m}=\frac{m e^{-m}}{1-e^{-m}}=\frac{m}{e^m-1},\qquad
\frac{d\ln m}{d\ln t}=\alpha .
$$

Their product is

$$
\beta=\alpha n\,\frac{m}{e^m-1}\,
\frac{x}{-(1-x)\ln(1-x)} .
$$

For small $x$, the last denominator is $(1-x)(x+x^2/2+\cdots)=x-x^2/2+\cdots$, so the last factor is $1+x/2+\cdots$. At $t_{63}$ it differs from one by about $1/(2N)$, which is negligible for a large film.

The other correction can matter. For small $m$,

$$
\frac{m}{e^m-1}=1-\frac m2+\frac{m^2}{12}+\cdots .
$$

It describes wasted defects: some land in cells that are already defective and bring no column closer to completion. Since $m\simeq N^{-1/n}$ at breakdown when $m$ is small, a thick film or one of small area has a higher occupation and a larger loss of slope.

### Films of two to eight layers

Take the round model parameters $a=10$ Å, $\alpha=0.5$ and $A=10^{10}$ Å$^2$. Then $N=10^{10}/10^2=10^8$. The limiting slope per unit thickness is $\alpha/a=0.050$ Å$^{-1}$, or 0.0265 bohr$^{-1}$. The values of $\alpha$ and $\tau$ are held fixed as the thickness changes.

| Layers | $t_{63}/\tau$ | $\beta$ at $t_{63}$ | $t_{63}/t_{1\%}$ | $\sigma_{\ln t}$ |
|---:|---:|---:|---:|---:|
| 2 | $1.00\times10^{-8}$ | 1.00 | 99.5 | 1.28 |
| 4 | $1.01\times10^{-4}$ | 1.99 | 10.0 | 0.64 |
| 8 | $1.11\times10^{-2}$ | 3.79 | 3.3 | 0.34 |

For eight layers, the defect density at $t_{63}$ is $1.054\times10^{-4}$ Å$^{-3}$. Multiplication by the cell volume of 1000 Å$^3$ gives $m=0.1054$. The slope is then

$$
\beta\simeq4\left(1-\frac{0.1054}{2}+\frac{0.1054^2}{12}\right)\simeq3.79 .
$$

For two layers, $m=10^{-4}$, and the correction is invisible at this precision.

The time ratio can be checked from the slope. At 1% failure, $W=\ln(-\ln0.99)=-4.60$. A straight Weibull line gives $t_{63}/t_{1\%}=e^{4.60/\beta}$, which is about 99.5 for two layers and 3.36 for eight. The full eight-layer distribution gives 3.31. It is slightly narrower because $m$ is smaller at earlier times, fewer defects are wasted, and the local slope is closer to four.

The absolute standard deviation of the lifetime is $1.0\times10^{-8}\tau$ for two layers and $2.9\times10^{-3}\tau$ for eight. Divided by the respective $t_{63}$, these become 1.0 and 0.27. The thin film has the larger relative spread but much the smaller absolute one.

### Changing the area

For independent columns, changing the area from $A_1$ to $A_2$ changes the exponent $N$ in the survival probability. At any given time,

$$
W_2=W_1+\ln\frac{A_2}{A_1}.
$$

The curve moves vertically without changing shape. Its slope at $W=0$ can still change, because that level is now reached at another time, where $m$ is different.

For eight layers, areas of $10^6$, $10^{10}$ and $10^{14}$ Å$^2$ give slopes at $t_{63}$ of 3.29, 3.79 and 3.94. The approach to four shows the large-area limit. For two layers the corresponding values are 0.995, 1.000 and 1.000.

The lifetime of the thin film is much more sensitive to area. Raising the area from $10^{10}$ to $10^{14}$ Å$^2$ reduces $t_{63}$ by a factor of $10^4$ for two layers, but by only about 11 for eight.

## When proportionality fails

**Defects present before stress.** Let the mean occupation be $m=m_0+(t/\tau)^\alpha$, with the initial defects also placed at random. The relation between $F$ and $m$ is unchanged, but the last factor in the chain rule becomes

$$
\frac{d\ln m}{d\ln t}
=\frac{\alpha(t/\tau)^\alpha}{m}
=\alpha\left(1-\frac{m_0}{m}\right).
$$

For large $N$ and small $m$, the slope is therefore $\beta\simeq\alpha n(1-m_0/m)$. An initial occupation equal to one tenth of that at $t_{63}$ lowers the slope there by 10%. In the example this takes only $10^{-5}$ defects per cell for two layers, but about $10^{-2}$ for eight. With a cell volume of 1000 Å$^3$ these are densities of $10^{16}$ and about $10^{19}$ cm$^{-3}$. For two layers, that occupation also leaves a fraction of about $Nm_0^2=0.01$ of the films failed before stress begins, so the early part of the curve is no longer a Weibull line. The thin film is far less tolerant of initial defects.

**A layer that is already conducting.** If $s$ complete layers are defective from the start, only $n-s$ cells per column remain to be filled. The limiting slope is

$$
\beta\simeq\alpha(n-s)=\frac{\alpha d}{a}-\alpha s .
$$

It is still linear in thickness but no longer proportional to it.

**Tilted paths.** A real path need not be a straight column. If a path can advance by at most one layer per step, however, it must contain at least one defect in every layer. Its probability therefore still begins with $\lambda^n$ at small $\lambda$, and the additional paths change the coefficient.

Complete enumeration of a two-dimensional periodic lattice four cells wide, with diagonal contacts allowed, found 12 shortest paths for two layers and 36 for three, instead of four straight columns. At $\lambda=0.001$, the local powers of $\lambda$ were 1.998 and 2.998. These results support the leading power. They do not give the slope of a large three-dimensional film at finite $\lambda$, where overlapping paths are not independent.

**Correlated defects.** If one defect makes another more likely nearby, the probability of a full column is no longer the product $\lambda^n$. The number of layers alone then does not determine the slope.

## What to do about it

**Measure the slope over several thicknesses.** Use conditions under which $\alpha$ can be taken as common to all films. The films within each population must also be alike: a sample-to-sample spread of thickness or of $\tau$ lowers the measured slope, most for thick films. A normal spread of 0.3 in $\ln\tau$ reduces the slope at $t_{63}$ from 3.79 to about 2.5 for eight layers, but only from 1.00 to 0.96 for two. A change of $\tau$ with thickness moves the distribution along the $\ln t$ axis without changing its shape, whereas a change of $\alpha$ alters the slope itself. In the limiting regime, a plot of $\beta$ against $d$ has gradient $\alpha/a$. A negative intercept is what an already conducting layer would produce, but it does not prove one: random initial defects, which lower the slope of the thinnest films most, also produce it, and a varying $\alpha$ shifts it too. Wasted defects act the other way: a straight fit to the slopes of films of 2, 3, 4, 6 and 8 layers in the worked example gives a gradient of 0.047 Å$^{-1}$ and an intercept of $+0.10$.

**Determine $\alpha$ separately.** Lifetime slopes alone give the ratio $\alpha/a$, not the defect size. An independent measurement of defect growth is needed to obtain $a$, and the measured signal must be proportional to defect density if its time exponent is to be used as $\alpha$.

**Scale area and failure fraction together.** Suppose that a test area $A_1$ has characteristic time $t_{63}$, and that the time $t_p$ at which a fraction $p$ of products of area $A_2$ has failed is required. The rule below assumes that test and product are under the same voltage and temperature, that defects are uniformly random in both, and that the first breakdown counts as failure. Accelerated tests need a separate conversion to operating conditions. On a straight Weibull line,

$$
\ln[-\ln(1-p)]
=\beta\ln\frac{t_p}{t_{63}}+\ln\frac{A_2}{A_1}.
$$

Solving for the time gives

$$
t_p=t_{63}\left[\frac{A_1}{A_2}\bigl(-\ln(1-p)\bigr)\right]^{1/\beta}.
$$

The small $\beta$ of a thin oxide makes both a larger area and a lower permitted failure fraction costly.

**Carry the uncertainty of $\beta$ into the projection.** At equal area, $\ln(t_{63}/t_{1\%})=4.60/\beta$. To first order, a 10% error in $\beta$ changes this logarithm by $0.46/\beta$. The projected 1% lifetime then changes by a factor of about $e^{0.46}\simeq1.6$ for two layers, but only $e^{0.12}\simeq1.13$ for eight. Thin films need the more precise slope.

**Check the direction of curvature.** In the large-$N$ column model without initial defects, the local slope rises towards $\alpha n$ at earlier times. A straight line drawn with the slope at $t_{63}$ therefore predicts too many early failures and is pessimistic. For eight layers, scaling from $10^6$ to $10^{10}$ Å$^2$ with the initial slope of 3.29 predicts a reduction of $t_{63}$ by $10^{4/3.29}\simeq16$, while the full model gives 13. Initial defects act in the opposite direction: they flatten the early part of the curve, and if they are numerous enough the same extrapolation becomes optimistic. In this eight-layer case it is still pessimistic at $m_0=0.01$ and turns optimistic near $m_0=0.03$.

The numerical output gives the remaining thicknesses, areas and simulation results.

## Calculated quantities

```
Cell edge: 10.0 angstrom
Area: 1.0e+10 angstrom^2
Columns N: 1.0e+08
Generation exponent alpha: 0.50
Limiting slope per thickness: 0.0500 1/angstrom
The same, converted: 0.02646 1/bohr
State at 63% failure (density in angstrom^-3, t63 in tau)
layers  d(angstrom)  filled fraction  density    t63
   2       20.0         0.00010      1.000e-07  1.000e-08
   3       30.0         0.00215      2.157e-06  4.652e-06
   4       40.0         0.01000      1.005e-05  1.010e-04
   6       60.0         0.04642      4.753e-05  2.259e-03
   8       80.0         0.10000      1.054e-04  1.110e-02
Slopes and spreads (sd = standard deviation)
layers  alpha*n  slope   t63/t1%  sd ln(t)  sd t (tau)
   2     1.00   1.0000    99.51   1.2826   1.000e-08
   3     1.50   1.4984    21.51   0.8557   2.855e-06
   4     2.00   1.9900    10.04   0.6438   4.702e-05
   6     3.00   2.9293     4.75   0.4360   7.479e-04
   8     4.00   3.7930     3.31   0.3356   2.947e-03
Effect of area
layers  area(angstrom^2)  slope   t63 (tau)
   2        1.0e+06      0.9950   1.010e-04
   2        1.0e+10      1.0000   1.000e-08
   2        1.0e+14      1.0000   1.000e-12
   8        1.0e+06      3.2880   1.445e-01
   8        1.0e+10      3.7930   1.110e-02
   8        1.0e+14      3.9361   1.033e-03
Simulation: 4000 columns, 4000 films per case
layers  seeded  median drops  sd ln(t)  theory  placement share
   2       0          107      1.2721   1.2892     0.9551
   4       0         1948      0.6884   0.6755     0.9924
   6       0         6498      0.4822   0.4824     0.9947
   6       4          325      1.2548   1.2892     0.9831
Tilted paths: complete count, periodic width 4 cells
layers  fewest defects  shortest paths  power at fill 0.001
   2           2              12          1.9980
   3           3              36          2.9975
```
